# Linear Mixing Bounds When the Preconditioned Jacobian Has Complex Eigenvalues

**Q.** You mix densities linearly, with a preconditioner. I would just lower the mixing parameter until the iteration converges. What is there to derive?

**A.** How low it must be, and whether any positive value works at all. Let $n$ be a real vector holding the density, and let $F(n)$ be the output density obtained from the potential that $n$ generates. The self-consistent density satisfies $n_*=F(n_*)$. The iteration is

$$n_{\rm new}=n+\alpha P\,[F(n)-n],\qquad \alpha>0,$$

with a constant, real, invertible matrix $P$. Assume that $F$ is continuously differentiable near $n_*$, and put $e=n-n_*$. Then

$$F(n)-n=F(n_*)+F'(n_*)e-n_*-e+o(|e|)=-Je+o(|e|),\qquad J=I-F'(n_*),$$

because $F(n_*)$ and $n_*$ cancel. Subtracting $n_*$ from both sides of the iteration gives

$$e_{\rm new}=(I-\alpha A)\,e+o(|e|),\qquad A=PJ.$$

I take $J$ to be invertible, so no eigenvalue $\lambda$ of $A$ is zero. The matrix $T=I-\alpha A$ has eigenvalues $1-\alpha\lambda$, and its spectral radius $\rho$ is the largest of their moduli.

**Q.** A matrix with $\rho<1$ can still lengthen some vectors. Why should the eigenvalues decide?

**A.** Because length can be measured in a norm adapted to $T$. Write $T=QRQ^\dagger$ with $Q$ unitary and $R$ upper triangular, its diagonal holding the eigenvalues. Let $D=\mathrm{diag}(t,t^2,t^3,\dots)$. The elements of $DRD^{-1}$ are $R_{ij}t^{\,i-j}$. Those above the diagonal have $j>i$ and vanish as $t\to\infty$, while the diagonal is unchanged. In the norm $|DQ^\dagger e|$, with $t$ large enough, $T$ therefore multiplies lengths by at most $\rho+\delta$, with $\delta$ as small as we like. If $\rho<1$, choose $\rho+\delta<1$. Close enough to $n_*$ the remainder $o(|e|)$ cannot spoil the contraction, and the iteration converges. The ordinary length of $e$ may still rise during some steps.

**Q.** And if $\rho>1$, could the nonlinear terms rescue it?

**A.** They cannot make the fixed point stable. Split $e$ into a part $u$ in the invariant subspace of eigenvalues with modulus above one, and a part $s$ in the rest. With adapted norms on each part, $T$ stretches $u$ by at least some $a>1$ and stretches $s$ by at most some $b$, with $1<b<a$. Near $n_*$ the remainder is at most $\epsilon\max(|u|,|s|)$, with $\epsilon<(a-b)/2$. Start with $|u|\ge|s|$ and $u\neq0$. Then

$$|u_{\rm new}|\ge(a-\epsilon)|u|,\qquad |s_{\rm new}|\le(b+\epsilon)|u|.$$

Since $a-\epsilon>b+\epsilon$, the relation $|u|\ge|s|$ persists. Since $a-\epsilon>(a+b)/2>1$, $u$ grows until the error leaves the neighbourhood, however small it was at first. The case $\rho=1$ is not decided by the linear terms.

**Q.** For real eigenvalues I know the answer, $\alpha<2/\lambda_{\max}$. What replaces it when they are complex?

**A.** Write $\lambda=a+ib$, where $a$ and $b$ now denote the real and imaginary parts. Then

$$|1-\alpha\lambda|^2=(1-\alpha a)^2+\alpha^2b^2=1-2\alpha a+\alpha^2|\lambda|^2 .$$

This is below one if and only if $\alpha^2|\lambda|^2<2\alpha a$. Division by the positive number $\alpha|\lambda|^2$ keeps the direction of the inequality and gives $\alpha<2a/|\lambda|^2$. Every eigenvalue must satisfy its own condition, so

$$\boxed{\,0<\alpha<\min_i\frac{2\,\mathrm{Re}\,\lambda_i}{|\lambda_i|^2}\,}$$

is necessary and sufficient for $\rho<1$. For real positive eigenvalues it reduces to $2/\lambda_{\max}$. If some $\mathrm{Re}\,\lambda_i\le0$, the right side is not positive and no $\alpha>0$ qualifies.

**Q.** Can I not simply use the modulus and take $\alpha$ a little below $2/|\lambda|$?

**A.** Not safely. Let $\lambda=|\lambda|e^{i\varphi}$. The limit from this eigenvalue is $2\cos\varphi/|\lambda|$, which is smaller than your value by the factor $\cos\varphi$. At $\alpha=2/|\lambda|$ itself,

$$|1-\alpha\lambda|^2=1-4\cos\varphi+4=5-4\cos\varphi,$$

which exceeds one whenever $\varphi\ne0$.

The phase also limits the speed. Completing the square gives

$$|1-\alpha\lambda|^2=|\lambda|^2\left(\alpha-\frac{a}{|\lambda|^2}\right)^2+\frac{b^2}{|\lambda|^2},$$

since the constant term is $1-a^2/|\lambda|^2=b^2/|\lambda|^2$. If the spectrum is a single conjugate pair with $a>0$, the best parameter is $\alpha=a/|\lambda|^2$, half the bound, and the error factor per step is $|b|/|\lambda|=|\sin\varphi|$. With further eigenvalues the best $\alpha$ minimizes the largest of the moduli $|1-\alpha\lambda_i|$. It can move away from the pair's value $a/|\lambda|^2$ only if, at that $\alpha$, some further eigenvalue has $|1-\alpha\lambda_i|$ larger than the pair's factor $|\sin\varphi|$.

**Q.** This may be idle. The response function and the interaction kernel are symmetric. Where would complex eigenvalues come from?

**A.** Without a preconditioner your objection is right under a stated condition. Let $v$ be the potential, $K=\partial v/\partial n$ the symmetric kernel, and $\chi_0=\partial F/\partial v$ the independent-particle response. A rise in potential repels electrons, so set $X=-\chi_0$ and take $X$ symmetric positive definite. The chain rule gives $F'=\chi_0K=-XK$, hence

$$J=I+XK .$$

Suppose that $K$ is positive definite too. Then

$$K^{1/2}JK^{-1/2}=I+K^{1/2}XK^{1/2}=:H .$$

The matrix $H$ is symmetric, and its second term is positive definite. The eigenvalues of $J$ are therefore real and greater than one.

The positivity of $K$ is an assumption: an exchange-correlation contribution can violate it. The eigenvalues of $J$ then stay real, because $X^{-1/2}JX^{1/2}=I+X^{1/2}KX^{1/2}$ is symmetric for any symmetric $K$. What is lost is the lower bound: they may fall below one, or below zero. At fixed electron number, $X$ also has a zero mode, because a uniform shift of the potential changes no density. In the model below a reservoir supplies electrons, and $X$ is positive definite on the whole space.

**Q.** Then multiply by a positive definite $P$. Positive times positive stays positive.

**A.** That holds for two symmetric factors, but $J$ is in general not symmetric. There are two favourable cases.

First, let $J$ be symmetric positive definite. Then $P^{-1/2}(PJ)P^{1/2}=P^{1/2}JP^{1/2}$ is symmetric positive definite, and the spectrum of $PJ$ is real and positive.

Second, let $P$ commute with $K$. The two share an eigenbasis, so $P$ also commutes with $K^{1/2}$, and

$$K^{1/2}PJK^{-1/2}=P\,K^{1/2}JK^{-1/2}=PH .$$

This is again a product of two positive definite matrices, and the first argument applies with $H$ in place of $J$. A Kerker preconditioner used with a Hartree kernel alone belongs here: both are diagonal in plane waves, once the uniform component is removed.

Without such a relation we have

$$PJ=P\,X\,(X^{-1}+K),$$

a product of three positive definite matrices. The similarity argument symmetrizes two factors and has nothing left for the third.

**Q.** Failure of a proof is not a counterexample. Show me a $2\times2$ case, and let $J$ come from an SCF problem.

**A.** For a real $2\times2$ matrix $A$ the eigenvalues are $\tfrac12(\mathrm{tr}A\pm\sqrt\Delta)$, with

$$\Delta=(A_{11}+A_{22})^2-4(A_{11}A_{22}-A_{12}A_{21})=(A_{11}-A_{22})^2+4A_{12}A_{21}.$$

A complex pair needs $\Delta<0$, so the off-diagonal elements must have opposite signs and a large enough product.

Take two spin-degenerate levels that exchange electrons with a reservoir at chemical potential zero and interact in mean field. The energy unit is the diagonal element of $K$, the shift of a level per electron added to it. For an on-site term $U n_\uparrow n_\downarrow$ in spin-unpolarized mean field, each spin feels $Un/2$, so this element would be $U/2$. The model is

$$F_i(n)=\frac{2}{1+\exp\{\beta[\varepsilon_i+(Kn)_i]\}},\qquad K=\begin{pmatrix}1&0.8\\0.8&1\end{pmatrix},\qquad \beta=20 .$$

With $f_i=n_i/2$ at the fixed point, differentiating the Fermi function gives $X=\mathrm{diag}(x_1,x_2)$ with $x_i=2\beta f_i(1-f_i)$. I choose $x_1=10$ and $x_2=0.5$: a half-filled level that responds strongly and a nearly empty one that responds weakly. The first choice requires $f_1=1/2$. The second requires $f_2(1-f_2)=1/80$, whose smaller root is $f_2=(1-\sqrt{0.95})/2$. The populations are $n_*=(1,\,0.0253)$. Inverting the Fermi function,

$$\varepsilon_i=\frac1\beta\ln\frac{1-f_i}{f_i}-(Kn_*)_i ,$$

gives $\varepsilon=(-1.0203,\,-0.6075)$, which makes $n_*$ a fixed point. The Jacobian is

$$J=I+XK=\begin{pmatrix}1+10&10(0.8)\\0.5(0.8)&1+0.5\end{pmatrix}=\begin{pmatrix}11&8\\0.4&1.5\end{pmatrix}.$$

Its trace is 12.5 and its determinant $16.5-3.2=13.3$, so its eigenvalues are 1.174 and 11.326, real and above one as required.

**Q.** And the preconditioner?

**A.** Try

$$P=\begin{pmatrix}1&-q\\-q&r\end{pmatrix},\qquad r>q^2,$$

which is positive definite because its first element and its determinant $r-q^2$ are positive. Multiplication gives

$$PJ=\begin{pmatrix}11-0.4q&8-1.5q\\-11q+0.4r&-8q+1.5r\end{pmatrix}.$$

A moderate positive $q$ leaves the upper off-diagonal element positive and makes the lower one negative, unless $r$ is large. For $q=2$,

$$\Delta=(26.2-1.5r)^2+4(5)(0.4r-22)=2.25r^2-70.6r+246.44 .$$

This is negative for $r$ between 4.0008 and 27.377. Positive definiteness requires $r>4$, so almost the whole range from there to the upper root gives a complex pair. With $r=16$,

$$P=\begin{pmatrix}1&-2\\-2&16\end{pmatrix},\qquad A=PJ=\begin{pmatrix}10.2&5\\-15.6&8\end{pmatrix}.$$

The trace is 18.2, the determinant is $81.6+78=159.6$, and $\Delta=18.2^2-4(159.6)=-307.16$. Hence

$$\lambda=9.1\pm8.763\,i,\qquad |\lambda|^2=159.6,\qquad \alpha<\frac{2(9.1)}{159.6}=0.1140 .$$

Your modulus estimate would be $2/|\lambda|=0.1583$. There the linear error factor is 1.456 per step, and the iteration is unstable.

**Q.** That is still linear algebra. Does the nonlinear iteration change character at 0.1140? With rotating errors I would not know which length to watch.

**A.** Use a left eigenvector, $w^{T}A=\lambda w^{T}$. To first order,

$$w^{T}e_{\rm new}=w^{T}(I-\alpha A)e=(1-\alpha\lambda)\,w^{T}e ,$$

so $|w^{T}e|$ changes by the same factor $|1-\alpha\lambda|$ at every step. It is a true measure of a real two-component error. The real and imaginary parts of $w$ are linearly independent, since otherwise $w$ would be a multiple of a real vector and the real matrix $A$ would give it a real eigenvalue. Therefore $w^{T}e=0$ requires $e=0$.

For $\alpha$ equal to $s$ times the bound, inserting $\alpha=2sa/|\lambda|^2$ gives

$$|1-\alpha\lambda|^2=1-4s(1-s)\frac{a^2}{|\lambda|^2}.$$

This predicts a factor of 0.9693 at $s=0.97$ and 1.0316 at $s=1.03$. I ran the full nonlinear map for 100 steps from a displacement of $10^{-8}$ electrons in the first level. The mean factors per step agree with these values to the digits given: the error decays below the bound and grows above it.

**Q.** So this preconditioner has made things worse. The allowed $\alpha$ is smaller, and the error now rotates.

**A.** The allowed $\alpha$ is indeed smaller, since without $P$ the bound is $2/11.326=0.1766$. But the values multiply different matrices, so their sizes do not rank the methods. Compare the best error factors. With $P$, the best $\alpha$ is $9.1/159.6=0.0570$ and the factor is $8.763/12.633=0.694$.

Without $P$, let $m$ and $M$ be the smaller and larger eigenvalues of $J$. Raising $\alpha$ from zero reduces $1-\alpha m$ while $\alpha M-1$ increases, and the larger of the two is smallest where they meet:

$$1-\alpha m=\alpha M-1\quad\Rightarrow\quad \alpha=\frac{2}{m+M}=\frac{2}{12.5}=0.160,\qquad \rho=\frac{M-m}{M+m}=0.812 .$$

In the nonlinear iteration, an initial error of $10^{-3}$ electrons in the first level falls below $10^{-10}$, in ordinary Euclidean length, after 46 steps with $P$ and 78 without. For this $P$ the complex pair converges faster than the real spectrum it replaces. That depends on the choice of $r$: with $q=2$ and $r=8$, also inside the complex range, $a=3.1$ and $|\lambda|^2=53.2$, so the best factor is 0.905, slower than without $P$.

**Q.** Then I return to my first position. If $P$ is positive definite, a small enough $\alpha$ will work.

**A.** Keep the same $J$ and take $q=3$, $r=9.1$:

$$P=\begin{pmatrix}1&-3\\-3&9.1\end{pmatrix},\qquad PJ=\begin{pmatrix}9.8&3.5\\-29.36&-10.35\end{pmatrix}.$$

This $P$ is positive definite, with determinant $9.1-9=0.1$, although its smaller eigenvalue is only 0.0099. The trace of $PJ$ is $-0.55$ and its determinant is $0.1\times13.3=1.33$, so

$$\lambda=-0.275\pm1.120\,i .$$

For every $\alpha>0$,

$$|1-\alpha\lambda|^2=1+0.55\,\alpha+1.33\,\alpha^2>1 .$$

Reducing $\alpha$ slows the growth but does not stop it. At $\alpha=0.01$ the error grows by a factor of 1.0028 per step.

**Q.** What, then, should be positive if not $P$ alone?

**A.** A sufficient condition is that the symmetric part of $PX$ be positive definite. Let $S=X^{-1}+K$, which is positive definite under our assumptions. Then $PJ=PXS$ is similar to

$$B=S^{1/2}(PXS)S^{-1/2}=S^{1/2}PX\,S^{1/2}.$$

The symmetric part of $B$ is $S^{1/2}$ times the symmetric part of $PX$ times $S^{1/2}$, hence positive definite. If $Bz=\lambda z$, multiply by $z^\dagger$ and take the real part:

$$\mathrm{Re}\,\lambda\;z^\dagger z=\tfrac12\,z^\dagger(B+B^{T})z>0 .$$

Every real part is then positive, and a sufficiently small $\alpha$ does give local convergence. The last example must violate this condition, since its real parts are negative. The condition is not necessary: for the successful choice $q=2$, $r=16$, the symmetric part of $PX$ has diagonal elements 10 and 8 and off-diagonal element $-10.5$, so its determinant $80-110.25$ is negative, yet $\mathrm{Re}\,\lambda=9.1$. So the preconditioner has to be judged together with the response it acts on. Even when the condition holds, the eigenvalues may be complex: for $q=2$, $r=24$ the symmetric part of $PX$ has diagonal elements 10 and 12 and determinant $120-110.25>0$, while $r$ lies in the range where $\Delta<0$. The allowed $\alpha$ still follows from the boxed bound.

**Q.** If I respect that bound, am I safe from any starting density?

**A.** No. The eigenvalues belong to the Jacobian at $n_*$, and the argument covers a neighbourhood whose size it does not supply. Far away, the response can differ and the iteration may fail to reach that neighbourhood. The bound also assumes that $P$ and $\alpha$ stay fixed; if only $\alpha$ changes, the factors $I-\alpha_kA$ commute and the eigenvalues of their product are $\prod_k(1-\alpha_k\lambda)$, so the eigenvalues of a diagonalizable $A$ still decide the linear growth. For a non-diagonalizable $A$ they need not: with $A=\begin{pmatrix}1&1\\0&1\end{pmatrix}$, one step at $\alpha=1$ makes both eigenvalues of the product zero, yet each further step at $\alpha=3$ doubles the surviving error. If $P$ changes, the factors need not commute, and the eigenvalues of each factor separately do not determine the growth of the product. The matrices $\begin{pmatrix}0&2\\0&0\end{pmatrix}$ and $\begin{pmatrix}0&0\\2&0\end{pmatrix}$ both have spectral radius zero, yet their product has the eigenvalue 4.

All numerical values are calculated from the stated model.
